# Slab-truncated Coulomb kernel for first-order response and ionic force constants, part 2

A slab repeated along $z$ with period $c$ should respond as if isolated, so $e^2/r$ is cut off at height difference $l$. The kernel $\bar v$ replaces the bare $4\pi e^2/k^2$. In the example below, the force constant $C_{1z,1z}$ is $-1.331974$ Ry/bohr² by direct summation, but a bare-kernel Ewald sum gives $-0.851062$: the opening discrepancy.

Rydberg units, $e^2=2$; in-plane lattice vectors $\mathbf R$, cell area $S$, $\Omega=Sc$, $G_z=2\pi n/c$; $\mathbf k=\mathbf q+\mathbf G$ has in-plane part $\mathbf k_p$. For three-dimensional lattice vectors $\mathbf L$,

$$\sum_{\mathbf L}e^{i\mathbf q\cdot\mathbf L}F(\mathbf x-\mathbf L)=\frac1\Omega\sum_{\mathbf G}F(\mathbf k)\,e^{i\mathbf k\cdot\mathbf x}.\tag{1}$$

The in-plane transform of $e^2/r$ is $K(z)=(2\pi e^2/k_p)e^{-k_p|z|}$, or $-2\pi e^2|z|$ at $k_p=0$. For $l=c/2$, $q_z=0$,

$$\bar v(\mathbf q+\mathbf G)=\frac{4\pi e^2}{|\mathbf q+\mathbf G|^2}\left[1-(-1)^ne^{-|\mathbf q+\mathbf G_p|c/2}\right].\tag{4}$$

At $k_p=0$,

$$\bar v(0,k_z)=\frac{4\pi e^2}{k_z^2}\left[1-\cos k_zl-k_zl\sin k_zl\right],\qquad \bar v(0,0)=-4\pi e^2\int_0^lz\,dz=-2\pi e^2l^2.\tag{5}$$

Sources in $|z|\le z_s$ act correctly in $|z|\le z_f$ if

$$z_s+z_f\le\min(l,\;c-l)\tag{6}$$

The periodized kernel $K_{\rm per}$ has the even defect $\Delta K=K_{\rm per}-K$, zero for $|s|<l$; for $l<s<c$,

$$\Delta K(s)=K(c-s)-K(s)=\frac{2\pi e^2}{k_p}\left[e^{-k_p(c-s)}-e^{-k_ps}\right]=\frac{4\pi e^2}{k_p}e^{-k_pl}\sinh k_p(s-l),\tag{8}$$

Density change $\delta n$ gives

$$\delta V_H(\mathbf q+\mathbf G)=\bar v(\mathbf q+\mathbf G)\,\delta n(\mathbf q+\mathbf G).\tag{9}$$

With $V_\kappa=V^{\rm SR}_\kappa-Z_\kappa e^2\mathrm{erf}(\alpha r)/r$, $\alpha=\sqrt\eta$, displacing ion $\kappa$ (at $\boldsymbol\tau_\kappa$) by $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R}$ gives

$$\delta V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}(-i\mathbf k\cdot\mathbf u_\kappa)\left[V^{\rm SR}_\kappa(k)-Z_\kappa\bar v(\mathbf k)e^{-k^2/4\eta}\right]e^{i\mathbf k\cdot(\mathbf r-\boldsymbol\tau_\kappa)},\tag{10}$$

With $g(z)=\sqrt{\eta/\pi}\,e^{-\eta z^2}$, the long-range Bloch sum per unit charge is

$$\Phi(\mathbf x)=\frac1S\sum_{\mathbf G_p}e^{i\mathbf k_p\cdot\mathbf x}e^{-k_p^2/4\eta}\int g(z-s)K_{\rm per}(s)\,ds,\tag{11}$$

Its error $\Delta\Phi$ has $\Delta K$ for $K_{\rm per}$. At ion–field height difference $d$, a unit $z$ displacement has error

$$|\Delta(\delta V_z)|\approx\frac{Z}{S}\,2\pi e^2\,e^{-q^2/4\eta-ql}\,\mathrm{erfc}\!\left[\sqrt\eta\,(c/2-d)\right].\tag{12}$$

Example: honeycomb layer, $a=6$ bohr, $Z_1=2$, $Z_2=4$ at $z=0.75,-0.75$ bohr; $S=31.17691$ bohr², $\mathbf q=(0.25,0.15,0)$ bohr$^{-1}$, $|\mathbf q|=0.291548$ bohr$^{-1}$, thickness $t=8$ bohr; $c=20$ bohr unless stated. Hartree tests use $\delta n=f(z)e^{i\mathbf q\cdot\mathbf r}$, $f=0.01\cos^2(\pi z/t)(1+z/t)$ bohr$^{-3}$ for $|z|<t/2$, zero outside.

The practical condition is $c/2\ge d+x/\sqrt\eta$, with $x$ fixed by the accuracy through $\mathrm{erfc}(x)$. It bounds $\eta$ from below. The plane-wave cutoff bounds $\eta$ from above. The Gaussian also enters $V^{\rm SR}_\kappa(k)$ with the opposite sign, so for $\mathbf k\ne0$ the bracket equals $V_\kappa(k)+Z_\kappa(4\pi e^2/k^2-\bar v)e^{-k^2/4\eta}$ and only the difference of the two kernels, $4\pi e^2(-1)^ne^{-k_pc/2}/k^2$, carries the Gaussian. That difference is negligible for large $k_p$, but for $\mathbf G_p=0$ it is damped only by $e^{-ql}$ and, multiplied by $k_z$, falls only as $1/n$; the Gaussian is what makes this column converge. For the example below at $c=20$ bohr with a cutoff of $10.6$ bohr$^{-1}$, the error of $\partial V/\partial u_z$ is at the rounding level for $\eta=1$ bohr$^{-2}$, about $8\times10^{-8}$ Ry/bohr for $\eta=4$ and $4\times10^{-5}$ for $\eta=16$, and it is some 17 times larger at $|\mathbf q|=0.01$ bohr$^{-1}$.

The example displaces ion 2, with $V=-Ze^2\mathrm{erf}(r/r_c)/r+Ae^{-r^2/r_c^2}$, $r_c=1.2$ bohr, $A=3$ Ry and $\eta=1$ bohr$^{-2}$. The reference is a real-space sum over the isolated layer in which the ions are moved by finite differences and the sum is switched off smoothly at large distance. At $(2,-1,4)$ bohr and $c=20$ bohr, (10) gives $\partial V/\partial u_x=0.220764+0.278512i$ and $\partial V/\partial u_z=-0.303884+0.231214i$ Ry/bohr, and the largest deviation over three points and three directions is $5.4\times10^{-13}$ Ry/bohr. At $c=16$ bohr, which satisfies $c=2t$, this point has $d=4.75$ bohr and $l-d=3.25$ bohr, and (12) reads $1.6123\times e^{-0.0213-2.3324}\times\mathrm{erfc}(3.25)=1.6123\times0.09502\times4.303\times10^{-6}=6.592\times10^{-7}$ Ry/bohr. The observed error is $6.567\times10^{-7}$, which is $1.7\times10^{-6}$ of $|\partial V/\partial u_z|=0.382$ Ry/bohr; the test demands agreement with (12) within 15%. At $c=12$ bohr the error is $2.09\times10^{-2}$ Ry/bohr ($5.5\%$ of the same quantity), and the bare kernel at $c=20$ bohr leaves $1.78\times10^{-2}$ ($4.7\%$).

### Ewald term of the force constants

The ion–ion energy is half the sum of $Z_\kappa Z_{\kappa'}\phi$ over ordered pairs of distinct ions, $\phi=e^2/r$. Define $C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,\partial^2E/\partial u_{\kappa\alpha}(0)\partial u_{\kappa'\beta}(\mathbf R)$. For two distinct ions only their own pair term $Z_\kappa Z_{\kappa'}\phi(\boldsymbol\tau_\kappa-\boldsymbol\tau_{\kappa'}-\mathbf R+\mathbf u_\kappa-\mathbf u_{\kappa'})$ depends on both displacements, and the mixed derivative is $-Z_\kappa Z_{\kappa'}\partial_\alpha\partial_\beta\phi$. When both derivatives act on the same ion, every pair containing it contributes $+Z_\kappa Z_{\kappa''}\partial_\alpha\partial_\beta\phi$ with phase one. Hence

$$C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=-Z_\kappa Z_{\kappa'}T^{\kappa\kappa'}_{\alpha\beta}(\mathbf q)+\delta_{\kappa\kappa'}\sum_{\kappa''}Z_\kappa Z_{\kappa''}T^{\kappa\kappa''}_{\alpha\beta}(0),\tag{13}$$

$$T^{\kappa\kappa'}_{\alpha\beta}(\mathbf q)={\sum_{\mathbf R}}'e^{i\mathbf q\cdot\mathbf R}\,\partial_\alpha\partial_\beta\phi(\boldsymbol\tau_\kappa-\boldsymbol\tau_{\kappa'}-\mathbf R),$$

the prime excluding zero separation. The terms fall as $R^{-3}$, so the sum over a plane converges absolutely and $T$ is defined without any convention.

Write $1/r=\mathrm{erf}(\alpha r)/r+\mathrm{erfc}(\alpha r)/r$. The first part is treated as in (10), two derivatives giving $(ik_\alpha)(ik_\beta)$:

$$T^{\rm LR}_{\alpha\beta}=-\frac1\Omega\sum_{\mathbf G}k_\alpha k_\beta\,\bar v(\mathbf k)\,e^{-k^2/4\eta}\,e^{i\mathbf k\cdot(\boldsymbol\tau_\kappa-\boldsymbol\tau_{\kappa'})}.\tag{14}$$

For $\kappa=\kappa'$ this sum contains the excluded $\mathbf R=0$ term. That term has phase one at any $\mathbf q$, so it enters (13) with $-Z_\kappa^2$ from the first piece and $+Z_\kappa^2$ from the second, and cancels. At $\mathbf q=0$ the $\mathbf G=0$ term vanishes because $\bar v(0,0)$ is finite and $k_\alpha k_\beta=0$. The second part is summed in real space over in-plane $\mathbf R$ only. For $\psi=\mathrm{erfc}(\alpha r)/r$ and $B=(2\alpha/\sqrt\pi)e^{-\eta r^2}$, using $d\,\mathrm{erfc}(\alpha r)/dr=-B$ and $dB/dr=-2\eta rB$,

$$\psi'=-\frac{\mathrm{erfc}(\alpha r)}{r^2}-\frac Br,\qquad\psi''=\frac{2\,\mathrm{erfc}(\alpha r)}{r^3}+B\left(\frac2{r^2}+2\eta\right),$$

and the Hessian of a radial function is $\psi''\hat r_\alpha\hat r_\beta+(\psi'/r)(\delta_{\alpha\beta}-\hat r_\alpha\hat r_\beta)$, to be multiplied by $e^2$.

With $\eta=0.5$ bohr$^{-2}$ and $c=20$ bohr all elements agree with the direct sum within the tested $10^{-8}$ Ry/bohr². Examples are $C_{1x,1x}=0.737514$, $C_{1z,2z}=0.174851-0.290811i$ and $C_{1z,1z}=-1.331974$ Ry/bohr², the last equal to $-64.716$ eV/Å² with $1$ Ry/bohr² $=48.58681$ eV/Å².

**Dependence on $\eta$.** With the bare kernel the converged Ewald result is independent of $\eta$, because the two parts add up to $1/r$ identically. Here (14) is the exact long-range part only up to $\Delta T_{zz}=\partial_z^2\Delta\Phi$ and its analogues, that is, (11) with $g''$ and $\Delta K$. For $C_{1z,2z}$, where $z=1.5$ bohr, this quadrature gives $3.77137\times10^{-5}$ Ry/bohr² at $\eta=0.1$ bohr$^{-2}$ and $8.90809\times10^{-4}$ at $\eta=0.05$, the same as the observed errors; this is a test.

The largest error over all elements is much greater, $1.04\times10^{-3}$ and $4.41\times10^{-2}$ Ry/bohr². The reason lies in the on-site piece of (13). Two integrations by parts put $\Delta K''$ under the integral. By (8) the slope of $\Delta K$ jumps by $4\pi e^2e^{-k_pl}$ at $|s|=l$, so the leading part of $\Delta K''$ is $4\pi e^2e^{-k_pl}\delta(|s|-l)$, and

$$\Delta T_{zz}\approx\frac{4\pi e^2}{S}e^{i\mathbf k_p\cdot\mathbf x}e^{-k_pl-k_p^2/4\eta}\left[g(l-z)+g(l+z)\right].$$

The off-diagonal block has $k_p=q$ and is damped by $e^{-ql}=0.054$, whereas $T(0)$ contains $k_p=0$ and is not damped. For $C_{2z,2z}$ at $\eta=0.1$ bohr$^{-2}$, with $4\pi e^2/S=0.806$ Ry/bohr and $\sqrt{\eta/\pi}=0.178$ bohr$^{-1}$, the pair with ion 1 gives $8\times0.806\times0.178\times7.3\times10^{-4}=8.4\times10^{-4}$, and the pair with its own sublattice gives $16\times0.806\times0.178\times2e^{-10}=2.1\times10^{-4}$. The piece $-Z_2^2\Delta T(\mathbf q)$ removes the fraction $0.054\,e^{-0.2125}=0.044$ of the latter, about $0.1\times10^{-4}$. The total, $1.04\times10^{-3}$, equals the printed maximum. The program does not report which element holds the maximum, so the assignment rests on this agreement. The same estimate at $\eta=0.4$ gives $8\times0.806\times0.357\times2.8\times10^{-13}=6.4\times10^{-13}$, against $6.46\times10^{-13}$ printed. At $\eta=0.6$ the tail factor is $1.5\times10^{-19}$, so the printed $1.13\times10^{-13}$ cannot be the tail. It is the numerical floor of the comparison; the reciprocal-space cutoff at $e^{-k^2/4\eta}=e^{-32}$, the window of the direct sum and rounding can all contribute, and the program does not separate them. A floor of this size makes the agreement at $\eta=0.4$ significant only to about its first digit. The condition for the Ewald term is $\sqrt\eta\,(c/2-\Delta z_{\max})\gg1$, with $\Delta z_{\max}$ the largest height difference of two ions.

**The opening discrepancy.** From (4), bare minus truncated kernel is $4\pi e^2(-1)^ne^{-k_pc/2}/k^2$ for $\mathbf k\ne0$. In $T_{zz}(0)$ the terms with $\mathbf G_p\neq0$ are damped by $e^{-G_pc/2}$ and are negligible. For $k_p=0$ the factor $k_z^2/k^2$ is one, and the difference is $-(4\pi e^2/\Omega)\sum_{n\ne0}(-1)^ne^{-G_z^2/4\eta}e^{iG_zz}$. The sum over all $n$ is, by (1), $c$ times a comb of Gaussians $g$ centred at $z=c/2+mc$, negligible at the ions, so the sum without $n=0$ is $-1$ and the difference is $+4\pi e^2/\Omega$. This is the curvature of the potential of the uniform background that omitting $\mathbf G=0$ implies for the charged ionic lattice. In $C_{1z,1z}$ it carries $Z_1(Z_1+Z_2)=12$, giving $(12/8)\times0.32245=0.48368$ from the printed $4\pi e^2Z_1Z_2/\Omega$. The images add $\partial_z^2K/S$ at distances $|m|c$ to $T_{zz}(\mathbf q)$, that is $(2\pi e^2q/S)\,2y/(1-y)$ with $y=e^{-qc}=0.054178^2=0.002935$. With $2\pi e^2/S=3.22453/8=0.40307$ this is $0.40307\times0.291548\times0.005888=6.92\times10^{-4}$, and $-Z_1^2$ times it is $-0.00277$. The sum is $0.48091$, and the printed difference is $1.331974-0.851062=0.480912$. Nearly all of the discrepancy is therefore the background term, which falls only as $1/c$. It appears because the ions are summed without the electrons. In a complete bare-kernel calculation the electronic charge brings a background of the opposite sign, and for a neutral slab the two curvatures cancel, so this number is not the error of the total force constant.

### Long-wave limit

For $\kappa\neq\kappa'$ at height difference $z\ne0$, the isolated layer has the Bloch sum $S^{-1}\sum_{\mathbf G_p}e^{i\mathbf k_p\cdot\mathbf x}K(z)$. Only the $\mathbf G_p=0$ term, $(2\pi e^2/Sq)e^{-q|z|}e^{iqx}$ for $\mathbf q$ along $x$, is non-analytic in $\mathbf q$. Its second derivatives carry the factors $-q^2$, $0$ and $+q^2$ for $xx$, $yy$ and $zz$. The other terms are analytic, and since $C(-\mathbf q)=C(\mathbf q)^*$ their real parts hold even powers of $q$ only. With $C=-Z_1Z_2T$,

$$\mathrm{Re}\,[C_{12}(q)-C_{12}(0)]_{xx,\,yy,\,zz}=\frac{2\pi e^2Z_1Z_2}{S}\,|q|\,(1,0,-1)+O(q^2).$$

The coefficient is $s_0=3.22453$ Ry/bohr. The truncated Ewald sum, with the slope $s(q)=\Delta C/q$ extrapolated as $2s(q/2)-s(q)$ from $q=0.01$ bohr$^{-1}$, gives $3.2251$, $0.0000$ and $-3.2251$. The excess of about $2\times10^{-4}$ relative to $s_0$ is the remainder of the extrapolation. If $s=s_0+s_1q+s_2q^2$, the combination leaves $s_0-s_2q^2/2$, and expanding $e^{-q|z|}\cos qx$ gives $s_2/s_0=(z^2-x^2)/2=(2.25-9)/2$ for $x=-3$ bohr, so the relative remainder is $+1.7\times10^{-4}$.

The bare kernel has instead the $\mathbf G=0$ term $Z_1Z_2\,q^2(4\pi e^2/q^2)/\Omega$ in $C_{1x,2x}$, a finite jump of $0.32245$ Ry/bohr² ($15.67$ eV/Å²); the computed value is $0.32246$. This is the bulk mechanism of the splitting between longitudinal and transverse optical modes, present at any $c$ once $qc\ll1$. In the isolated layer of rigid ions the non-analytic term vanishes linearly with $|q|$. The electronic response, computed through (9) and (10), is not part of this example.

### Procedure

1. Take $q_z=0$ and $l=c/2$, and choose $c\ge2t$ with $t$ the width outside which the density is negligible.
2. Tabulate $\bar v$ from (4) on the set $\mathbf q+\mathbf G$ for each $\mathbf q$ and on the set $\mathbf G$, using (5) at $\mathbf k=0$. This is one extra factor per plane wave.
3. Choose $\eta$ so that the Gaussian tails leave errors below the target. For (10) the estimate is (12) with $d=t/2+\max|z_\kappa|$; at the zone boundary, where two or three values of $k_p$ are equally small, the error can be about two or three times larger. For (14) the error in the force constants is of order $(4\pi e^2Z_\kappa Z_{\kappa'}/S)\sqrt{\eta/\pi}\,e^{-\eta(c/2-\Delta z_{\max})^2}$. In addition, $e^{-k^2/4\eta}$ must be negligible at the cutoff of the sum (14), where nothing compensates the Gaussian, and $e^{-ql-k^2/4\eta}$ must be negligible at the cutoff of (10), which at small $q$ is nearly the same condition.
4. Build the bare perturbation from (10), the self-consistent Hartree term from (9) and the ionic term from (13) and (14), with real-space sums over the plane only.
5. Repeat with a larger $c$ and a different $\eta$. Beyond basis-set noise, a change signals that (6) or the Gaussian condition is violated.

The program that performs these tests and its output follow.

## Computed results

```
a = 6.0 bohr, S = 31.17691 bohr^2, c = 20.0 bohr, Omega = 623.5383 bohr^3, t = 8.0 bohr
Z = 2.0, 4.0 at z = +-0.75 bohr; q = (0.25, 0.15, 0), |q| = 0.291548 1/bohr
exp(-|q| c/2) = 0.054178
n=0: Gz = 0.00000 1/bohr, v_cut = 279.6599, v_bare = 295.6793 Ry bohr^3
n=1: Gz = 0.31416 1/bohr, v_cut = 144.2295, v_bare = 136.8170 Ry bohr^3
n=2: Gz = 0.62832 1/bohr, v_cut = 49.5454, v_bare = 52.3834 Ry bohr^3
v_cut(k=0) = -1256.6371 Ry bohr^3
isolated dV_H at z = -4, 0, 4 bohr: 0.542676 1.252628 0.630554 Ry
c/t = 2.0: max Hartree error in slab = 2.2e-13 Ry
c/t = 2.5: max Hartree error in slab = 6.9e-13 Ry
c/t = 1.8: edge error = 8.9747e-05 Ry, predicted 8.9747e-05 Ry
c/t = 1.5: edge error = 5.4211e-03 Ry, predicted 5.4211e-03 Ry
bare kernel, c = 20.0: edge error = 0.018315 Ry, image sum 0.018315 Ry
short form misused: l = 0.6c error 0.0071 Ry; qz = 0.1 1/bohr error 0.0166 Ry
c = 3t, z = c/2: cell 0.075999 Ry, isolated 0.061204 Ry
kp = 0 potential at z = -4, 4 bohr: -2.142004 -1.879234 Ry
r_c = 1.2 bohr, A = 3.0 Ry, eta = 1.0 1/bohr^2, point (2,-1,4) bohr
dV_loc/du_x = 0.220764+0.278512j, dV_loc/du_z = -0.303884+0.231214j Ry/bohr
c = 20: max error of dV_loc = 5.4e-13 Ry/bohr
d = 4.75 bohr; c = 16: z error 6.567e-07, leading estimate 6.592e-07 Ry/bohr
c = 12: z error 2.0857e-02; bare kernel, c = 20: 1.7769e-02 Ry/bohr
eta = 0.6 1/bohr^2: exp[-eta(c/2-1.5)^2] = 1.5e-19, max error of C = 1.13e-13 Ry/bohr^2
eta = 0.4 1/bohr^2: exp[-eta(c/2-1.5)^2] = 2.8e-13, max error of C = 6.46e-13 Ry/bohr^2
eta = 0.1 1/bohr^2: exp[-eta(c/2-1.5)^2] = 7.3e-04, max error of C = 1.04e-03 Ry/bohr^2
   |error of C_1z,2z| = 3.77137e-05, tail quadrature 3.77137e-05 Ry/bohr^2
eta = 0.05 1/bohr^2: exp[-eta(c/2-1.5)^2] = 2.7e-02, max error of C = 4.41e-02 Ry/bohr^2
   |error of C_1z,2z| = 8.90809e-04, tail quadrature 8.90809e-04 Ry/bohr^2
C_1x,1x: cut 0.737514-0.000000j, direct 0.737514-0.000000j, bare 0.739549+0.000000j Ry/bohr^2
C_1z,1z: cut -1.331974-0.000000j, direct -1.331974+0.000000j, bare -0.851062-0.000000j Ry/bohr^2
C_1x,2x: cut -0.194756-0.095205j, direct -0.194756-0.095205j, bare -0.192380-0.098986j Ry/bohr^2
C_1z,2z: cut 0.174851-0.290811j, direct 0.174851-0.290811j, bare 0.171620-0.285669j Ry/bohr^2
C_1x,2z: cut 0.321103+0.300138j, direct 0.321103+0.300138j, bare 0.319289+0.298998j Ry/bohr^2
1 Ry/bohr^2 = 48.58681 eV/A^2; C_1z,1z = -64.71636 eV/A^2
|q| slopes of C_12 xx, yy, zz = 3.2251 0.0000 -3.2251 Ry/bohr
2 pi e2 Z1 Z2/S = 3.22453 Ry/bohr
bare jump of C_1x,2x = 0.32246, 4 pi e2 Z1 Z2/Omega = 0.32245 Ry/bohr^2 = 15.6670 eV/A^2
```
